# Intrinsic Debye length and local neutrality in silicon dopant diffusion

## Definitions and conventions

Let $n$ and $p$ be the electron and hole densities, $n_i$ the intrinsic carrier density, and $N$ the net density of ionized donors (donors minus acceptors). The elementary charge is $q>0$, the permittivity is $\varepsilon$, and $\psi$ is the electrostatic potential, with its zero chosen where $n=n_i$. The dimensionless potential is $u=q\psi/kT$. A prime denotes $d/dx$.

The intrinsic Debye length is defined here as

$$L=\sqrt{\frac{\varepsilon kT}{2q^2n_i}} .$$

The 2 appears because electrons and holes, each of density $n_i$, both screen. If one carrier type is counted, the length is larger by $\sqrt2$.

Local neutrality means replacing Poisson's equation by $p-n+N=0$ at each point. It does not set the field to zero: the potential that follows from it varies with the doping, and its gradient acts on the dopants.

The model is one-dimensional. All dopants are ionized, and the carriers are in equilibrium with Boltzmann statistics.

## Back-of-envelope estimate

A small potential $\psi$ raises the electron density by the fraction $q\psi/kT$ and lowers the hole density by the same fraction. The resulting charge density has magnitude $2qn_i(q\psi/kT)$. If $\psi$ varies over a distance $L$, Poisson's equation gives roughly

$$\frac{\varepsilon\psi}{L^2}\sim\frac{2q^2n_i}{kT}\,\psi ,$$

which is the definition above.

The carrier density comes from $n=N_ce^{-(E_c-E_F)/kT}$ and $p=N_ve^{-(E_F-E_v)/kT}$, where $E_F$ is the Fermi energy and $E_c$, $E_v$ are the band edges. In the product $np=n_i^2$ the Fermi energy cancels, so

$$n_i=\sqrt{N_cN_v}\;e^{-E_g/2kT},\qquad N_{c,v}=2\left(\frac{2\pi m_{c,v}kT}{h^2}\right)^{3/2}.$$

Rough density-of-states masses of 1.09 and 1.15 electron masses give $N_c=2.50\times10^{20}$ and $N_v=2.71\times10^{20}$ cm$^{-3}$ at 1273 K. The gap is extrapolated with the Varshni form, $E_g=1.17-4.73\times10^{-4}\,T^2/(T+636)$ in eV with $T$ in K, which gives 0.768 eV. With $kT=0.1097$ eV,

$$n_i=2.6\times10^{20}\,e^{-0.768/0.2194}\approx7.8\times10^{18}\ \mathrm{cm^{-3}} .$$

For a relative permittivity of 11.7, $\varepsilon=1.036\times10^{-12}$ F/cm, and

$$L^2=\frac{(1.036\times10^{-12})(0.1097)}{2(1.602\times10^{-19})(7.83\times10^{18})}\approx4.5\times10^{-14}\ \mathrm{cm^2}.$$

Hence $L\approx2.1\times10^{-7}$ cm, or **2.1 nm**. The one-carrier convention gives 3.0 nm.

For a profile of width $\sigma$, two derivatives contribute about $1/\sigma^2$, so the error of neutrality should be about $(L/\sigma)^2$. This suggests a 10 % error at $\sigma\approx3L\approx7$ nm and a 1 % error at $\sigma\approx10L\approx21$ nm.

## Controlled derivation

### Poisson's equation and two screening limits

In equilibrium $n=n_ie^u$ and $p=n_ie^{-u}$. Poisson's equation is $\varepsilon\psi''=-q(p-n+N)$. Substituting $\psi=kTu/q$ and multiplying by $1/q$ gives

$$\frac{\varepsilon kT}{q^2}u''=n-p-N=2n_i\sinh u-N .$$

Division by $2n_i$ yields

$$L^2u''=\sinh u-\frac{N}{2n_i}. \tag{1}$$

Dropping the left side gives the neutral potential and electron density,

$$u_0=\operatorname{arsinh}\frac{N}{2n_i},\qquad n_0=n_ie^{u_0}=\frac N2+\sqrt{\frac{N^2}{4}+n_i^2}. \tag{2}$$

Now let $u=u_0+w$ with uniform doping and small $w$. Since $\sinh(u_0+w)\approx\sinh u_0+w\cosh u_0$, equation (1) becomes $L^2w''=w\cosh u_0$. A disturbance therefore decays over the local length

$$L_{\rm loc}=\frac{L}{\sqrt{\cosh u_0}}=\sqrt{\frac{\varepsilon kT}{q^2(n+p)}} ,$$

because $2n_i\cosh u_0=n+p$.

In undoped silicon $L_{\rm loc}=L$. At $N=10^{20}$ cm$^{-3}$, $N/2n_i=6.38$, so $u_0=2.55$, $\cosh u_0=6.46$ and $L_{\rm loc}=0.84$ nm. As a test, equation (1) was solved numerically with a tiny doping step; the decay lengths were 2.128 nm without background doping and 0.837 nm at this doping, in agreement with the formulas.

Since $\cosh u_0\ge1$, $L_{\rm loc}$ never exceeds $L$ at a given temperature. Light doping cannot lengthen the screening at 1000 °C beyond about 2 nm, because thermal carriers remain. At 27 °C the same model gives $n_i\approx1.1\times10^{10}$ cm$^{-3}$ and $L\approx28{,}000$ nm. The intrinsic length is then a poor guide to screening in doped material, where $n+p$ greatly exceeds $2n_i$.

### Error for a smooth profile

For varying doping, (2) gives $N/2n_i=\sinh u_0$. Inserting $u=u_0+w$ into (1),

$$L^2(u_0''+w'')=\sinh(u_0+w)-\sinh u_0. \tag{3}$$

For small $w$ the right side is $w\cosh u_0$. On a smooth profile of width $\sigma$, $w''$ is of order $w/\sigma^2$, so $L^2w''$ is smaller than $w$ by a factor that scales as $(L/\sigma)^2$, with a prefactor set by the profile shape. To leading order,

$$w\approx\frac{L^2u_0''}{\cosh u_0}. \tag{4}$$

The relative error in the electron density is $n/n_0-1=e^w-1$, which is close to $w$ when $w$ is small.

There is also a strict bound within this model. Suppose $u'$ and $u_0'$ vanish at both ends and $u_0$ is twice differentiable. At a positive maximum of $w$, $w''\le0$; this holds at an end too, since $w'=0$ there. Equation (3) then gives $\sinh(u_0+w)-\sinh u_0\le L^2u_0''$. The slope of $\sinh$ is $\cosh\ge1$, so the left side is at least $w$, and $w\le L^2u_0''$ at that point. The same argument at a negative minimum reverses the signs. Together,

$$\max|w|\le L^2\max|u_0''| . \tag{5}$$

The bound allows $N$ to change sign, so it covers smooth p-n junctions.

### An abrupt edge

At a doping step $u_0''$ is not finite, and (5) says nothing. Consider a small step: $N=\Delta N$ for $x<0$ and zero for $x>0$, with $s=\Delta N/2n_i\ll1$. Equation (1) becomes $L^2u''=u-s$ on the left and $L^2u''=u$ on the right. The bounded solutions are

$$u=s+Ae^{x/L}\quad(x<0),\qquad u=Be^{-x/L}\quad(x>0).$$

Continuity of $u$ requires $s+A=B$, and continuity of $u'$ requires $A=-B$. Hence $B=s/2$ and $A=-s/2$. Neutrality makes $u$ jump from $s$ to 0; the actual potential passes through $s/2$ and spreads the change over a distance $L$ on each side. For a small step the neutral potential is wrong by half the step at the edge, however small the step is. A large step is not symmetric. Multiplying (1) by $u'$ and integrating from each neutral side gives $L^2u'^2/2=\cosh u-\cosh u_0-(u-u_0)\sinh u_0$ on the left and $L^2u'^2/2=\cosh u-1$ on the right; equating them at the edge gives $u=u_0-\tanh(u_0/2)$. For $10^{20}$ cm$^{-3}$ this is 1.70 out of 2.55, so the error is 0.86 on the doped side and 1.70 on the undoped side, and it falls by a factor $e$ within about 0.9 and 2.0 nm.

### How the potential enters pair diffusion

A donor $A^+$ moves by pairing with a point defect $X$. Let the neutral defects $X^0$ be uniform and in equilibrium. Capture of an electron gives $[X^-]\propto n/n_i$, and mass action for $A^++X^-\rightleftharpoons(AX)^0$ gives

$$[(AX)^0]\propto N\,\frac{n}{n_i},$$

where $N$ now denotes donors without acceptors, few of them paired at any moment. A neutral pair feels no drift, so its flux is proportional to minus the gradient of this density. Because $n'=nu'$,

$$\left(N\frac n{n_i}\right)'=\frac n{n_i}\left(N'+Nu'\right).$$

The field term arises although the moving pair is neutral: the electron gradient changes how many pairs there are.

Pairing with $X^0$ gives a positive pair whose density is proportional to $N$. It drifts in the field $-\psi'$, and the Einstein relation turns diffusion plus drift into a flux proportional to $-(N'+Nu')$. Adding both channels,

$$J=-\left(D_0+D_-\frac n{n_i}\right)(N'+Nu'). \tag{6}$$

The intrinsic diffusivity is $D_0+D_-$. A doubly negative defect would give a negative pair of density $c\propto N(n/n_i)^2$ and flux proportional to $-(c'-cu')$, which adds a term $D_=(n/n_i)^2$ to the first bracket and leaves the second unchanged. This channel is left out here; in the box anneal below, replacing $D_-$ by an equal $D_=$ gives depth shifts of $-0.1$ nm at $10^{18}$ and $+0.3$ nm at $10^{16}$ cm$^{-3}$ on a 6.4 nm advance. Under neutrality, differentiating $\sinh u_0=N/2n_i$ gives $u_0'\cosh u_0=N'/2n_i$, or $u_0'=N'/\sqrt{N^2+4n_i^2}$. Therefore

$$N'+Nu_0'=hN',\qquad h=1+\frac{N}{\sqrt{N^2+4n_i^2}} .$$

The field factor $h$ is near 1 for $N\ll n_i$, equals 1.45 at $N=n_i$, and is 1.99 at $10^{20}$ cm$^{-3}$. Neutrality thus keeps the field effect, and replaces a differential equation for $u$ by a local formula.

## Comparison with full solutions

### Fixed profiles

Take Gaussian donor profiles $N_0e^{-x^2/2\sigma^2}$ with $N_0=10^{20}$ cm$^{-3}$ over a uniform acceptor background of $10^{18}$ cm$^{-3}$, at 1000 °C. Peak and background are held fixed while $\sigma$ changes. The last column is the largest error in $n$ relative to its neutral value.

| $\sigma$ (nm) | max $\lvert w\rvert$ | bound (5) | error in $n$ |
|---|---|---|---|
| 2 | 0.44 | 1.67 | 55 % |
| 5 | 0.150 | 0.267 | 16 % |
| 10 | 0.051 | 0.067 | 5.2 % |
| 20 | 0.0147 | 0.0167 | 1.5 % |
| 50 | 0.0025 | 0.0027 | 0.25 % |

The bound held in all five cases. At 50 nm, formula (4) differed from the full solution by at most 1.4 % of max $|w|$. This is about $8(L/\sigma)^2$; the miss is 7.9 % at 20 nm and 0.37 % at 100 nm.

The errors reach 10 % at $\sigma=6.8$ nm, or $3.2L$, and 1 % at 24.6 nm, or $11.5L$. The envelope estimates were 7 and 21 nm. The second is somewhat low because the dimensionless curvature of $u_0$ is not 1: the bound at 10 nm gives $\max|u_0''|\sigma^2=0.0667\times100/4.53\approx1.5$. The closeness of the first is partly accidental. The same factor acts there, but at so small a width (4) overestimates $w$: scaling the 50 nm value by $1/\sigma^2$ to 6.8 nm gives about 0.14, while a 10 % error means $w\approx0.095$.

The largest error is not at the donor peak. There $u_0''\approx-1/\sigma^2$, and (4) divides it by $\cosh u_0\approx6.4$. The tabulated errors equal $e^{|w|}-1$, so the worst deviation is an excess of electrons. By (4) this requires $u_0''>0$, which occurs on the flank, where electrons spill out of the doped region.

### An anneal from an abrupt box

The harder case for neutrality is a 20 nm deep box of $10^{20}$ cm$^{-3}$ donors with an abrupt edge and no background. Let $D_0=D_-=10^{-15}$ cm$^2$/s. Flux (6) is used with the neutral potential in one calculation and with the full solution of (1) in the other. The depth is where $N=10^{18}$ cm$^{-3}$.

| time (s) | neutral depth (nm) | Poisson depth (nm) | largest difference in $N$ |
|---|---|---|---|
| 1 | 22.47 | 22.46 | 5.9 % |
| 10 | 27.73 | 27.68 | 2.0 % |
| 100 | 44.42 | 44.35 | 0.4 % |

The differences in $N$ are relative to the initial peak; relative to the local density, in the tail down to $10^{17}$ cm$^{-3}$, they are much larger, up to about 110 to 120 % (depending on the grid), 30 % and 7 % of the neutral value at the three times. Doubling the grid step changed the 100 s depths by at most 0.006 nm, so the 0.07 nm shift at 100 s is resolved. It is 0.3 % of the 24 nm advance. The early rows are less converged: at a quarter of the grid step both 1 s depths fall to about 22.45 nm, shifts of 0.01 to 0.02 nm, so their difference is below 0.01 nm and its sign in the table is not resolved; the 10 s depths move by up to 0.01 nm.

Neutrality is thus much better for the depth than its failure at the initial edge suggests. At late times one reason is that the edge does not last. In the doped region $n/n_i=e^{2.55}\approx12.8$, so the effective diffusivity is $h(D_0+D_-n/n_i)\approx2.8\times10^{-14}$ cm$^2$/s, and spreading over $L$ takes about $L^2/(2.8\times10^{-14})\approx1.6$ s. At the intrinsic diffusivity it would take 23 s. This cannot explain the early rows: the electron density still exceeds its neutral value by up to 97 % at 1 s and 33 % at 10 s. There the agreement comes from a cancellation, since the full solution has a weaker field at the edge but more electrons beyond it. Using the full potential only in the factor $D_0+D_-n/n_i$ moves the depth by $+0.20$, $+0.15$ and $+0.05$ nm at 1, 10 and 100 s; using it only in the field term moves it by $-0.21$, $-0.21$ and $-0.11$ nm. The balance depends on the contour: at $10^{17}$ cm$^{-3}$ the Poisson depth is deeper by 0.18, 0.14 and 0.07 nm at the three times, and at $10^{16}$ cm$^{-3}$ by 0.29, 0.25 and 0.12 nm. It also depends on $D_-/D_0$. With $D_-=0$ and $D_0=2\times10^{-15}$ cm$^2$/s the Poisson depth is shallower by 0.20 nm on a 1.8 nm advance at 1 s, 0.28 nm on 5.7 nm at 10 s and 0.20 nm on 18 nm at 100 s.

### When neutrality is adequate

In the anneals above, which have no acceptors, neutrality gives the depth of the $10^{18}$ cm$^{-3}$ contour to within about 0.3 nm, which is 5 % of the advance or less once the profile has moved by about $3L$. Other cases are somewhat worse: over $10^{19}$ cm$^{-3}$ acceptors the junction shifts by 0.35 nm on a 5.6 nm advance, and with $D_0=0$, $D_-=2\times10^{-15}$ cm$^2$/s the $10^{16}$ cm$^{-3}$ contour shifts by 0.5 nm on 6.1 nm. It gives the electron density to about 10 % when a Gaussian of peak $10^{20}$ cm$^{-3}$ over $10^{18}$ cm$^{-3}$ acceptors has $\sigma$ of 7 nm or more. That width depends on the doping: it is 3.6 nm for a peak of $10^{19}$, 10 nm for a peak of $10^{21}$, and 8.7 nm for the $10^{20}$ peak over $10^{19}$ cm$^{-3}$ acceptors. For doping above about $3\times10^{18}$ cm$^{-3}$ ($0.4\,n_i$) it is inadequate within a few nanometres of an abrupt edge and for doped layers only a few nanometres wide; it also misses the space charge at an interface. For lighter doping $u_0$ itself is small, so sharpness costs little: at 1000 °C an abrupt step of $10^{18}$ cm$^{-3}$ into undoped silicon gives a 3 % error in $n$, and a Gaussian of that peak with $\sigma=0.5$ nm gives 5 %.

Cooling makes the condition stricter. The model gives $L=2.8$ nm at 900 °C and 3.9 nm at 800 °C, against 1.7 nm at 1100 °C. If the peak doping is kept, the 10 % width should grow faster than $L$. For a Gaussian without background, with $s=N/2n_i$, differentiating $u_0=\operatorname{arsinh}s$ twice gives

$$\sigma^2u_0''=\frac{s}{\sqrt{1+s^2}}\left(\frac{x^2/\sigma^2}{1+s^2}-1\right),\qquad \frac{x^2}{\sigma^2}=2\ln\frac{N_0}{N}.$$

At a given $s$ on the flank, cooling lowers $n_i$ and hence $N$, so $x^2/\sigma^2$ and the curvature are larger. The rule $\sigma\approx3L$, which would give 12 nm at 800 °C, is therefore too low there: for the profiles of the table the full solution of (1) gives 17.6 nm, or $4.6L$, and 15.5 nm without the background. The depth shifts of the box anneal also grow. At 800 °C and an advance of $3L=11.6$ nm the $10^{18}$ cm$^{-3}$ contour shifts by $-0.2$ nm for $D_0=D_-$ and $-0.6$ nm for $D_-=0$, and the $10^{16}$ cm$^{-3}$ contour by $+0.5$ and $-0.4$ nm, which is again about 5 % of the advance or less.

## How firm is two nanometres?

**Gap and permittivity.** Since $L\propto n_i^{-1/2}$, a gap error $\delta E$ multiplies $L$ by $e^{\delta E/4kT}$. Errors of $-0.1$ and $+0.1$ eV give 1.7 and 2.7 nm. A rough 10 % rise of the permittivity on heating gives 2.2 nm. The masses are room-temperature density-of-states values used in a parabolic formula. A conduction-band nonparabolicity of 0.5 eV$^{-1}$ raises $N_c$ by about 22 % at 1273 K and gives 2.0 nm. The hole mass is not a band-edge value: a six-band $k\cdot p$ estimate with Luttinger parameters 4.285, 0.339, 1.446 and a spin-orbit splitting of 44 meV gives 0.58 at 4 K, 1.03 at 300 K and, extrapolated, 1.28 at 1273 K. The hot values depend on the parameters (4.27, 0.32, 1.458 give 1.15 and 1.43), but their ratio stays at 1.24 to 1.25. Scaling $N_v$ by this rise as well gives 1.9 nm.

**Carrier correlations.** A sphere of radius $L$ contains on average 0.63 carriers, so the smooth mean field is marginal. The screened potential of a charge, $q(e^{-r/L}-1)/4\pi\varepsilon r$ after its own bare potential is removed, tends to $-q/4\pi\varepsilon L$ at $r=0$. Building up the charge gradually gives half the product of charge and potential, an energy of $-q^2/8\pi\varepsilon L$ per carrier. An electron and a hole together narrow the gap by $q^2/4\pi\varepsilon L=0.058$ eV. This would lower $L$ by the factor $e^{-0.058/0.439}\approx0.88$, to about 1.9 nm. Made self-consistent in $L$, it gives 1.8 nm. At $10^{20}$ cm$^{-3}$ the sphere of radius $L_{\rm loc}$ holds only 0.25 carriers and the energy per carrier is 0.67 $kT$ against 0.26 $kT$ in undoped silicon, a difference larger than most of the neutrality errors tabulated above. The expression assumes many carriers per sphere and classical point carriers, and it omits the fixed donor ions. Including the quantum wavelength, for masses of 0.26 to 0.5, lowers the undoped values to about 0.2 $kT$ and 0.045 eV and the carrier term at $10^{20}$ cm$^{-3}$ to about 0.4 $kT$, to which the ions add about 0.15 $kT$. These numbers give a size and not a correction to apply.

**Statistics.** Fermi-Dirac statistics lower $n_i$ by 1 %. At the donor peak they shift the Fermi energy by 0.14 $kT$, which raises $e^u$ from 12.8 to 14.8 and $L_{\rm loc}$ from 0.84 to 0.90 nm. A peak of $10^{21}$ cm$^{-3}$ is degenerate ($N/N_c=4$) and $L_{\rm loc}$ there is 0.40 instead of 0.27 nm. The 10 % widths grow by only about 2 %, to 3.7, 7.0 and 10.3 nm for peaks of $10^{19}$, $10^{20}$ and $10^{21}$. All these values take the carrier density to follow the local potential, although $\hbar/\sqrt{mkT}$ is 1.9 nm for the transverse electron mass of 0.19 and 0.9 nm for the longitudinal mass of 0.92. With the nonlocal linear response of a Boltzmann gas, a small step at $10^{20}$ cm$^{-3}$ falls by a factor $e$ in 0.74 nm for the potential and 0.97 nm for the electron density, instead of 0.84 nm; in undoped silicon the 2.13 nm changes by only 2 to 3 %. The effect on the widths is not sized here.

**Interface charge.** Multiplying $L^2u''=\sinh u$ by $u'$ and integrating from the neutral interior gives $L^2u'^2/2=\cosh u-1=2\sinh^2(u/2)$, so $L|u'|=2\sinh(|u|/2)$. A sheet of $Q$ charges per area at an oxide interface, with all its field entering the silicon, has $|u'|=q^2Q/\varepsilon kT=Q/2n_iL^2$. For $Q=10^{12}$ cm$^{-2}$, $2\sinh(|u|/2)=0.30$, a surface shift of 0.30 $kT$ in undoped silicon. Where the surface is doped to $10^{20}$ cm$^{-3}$ the screening length is $L_{\rm loc}$ and the shift is 0.12 $kT$.

**Real anneals.** The diffusivities above are in the rough regime of a slow donor such as arsenic, and an abrupt box is sharper than an implanted profile. At $10^{20}$ cm$^{-3}$ the mean dopant spacing is 2.2 nm, comparable with $L$, so the smooth $N(x)$ is an average over the plane. Real donors at this density can also form inactive clusters. If half were inactive, $N/2n_i$ would fall from 6.4 to 3.2 and $n/n_i$ from 12.8 to 6.5. The factor $D_0+D_-n/n_i$ would then drop by about 45 %, and a box of half the density advances about 20 % less. The shift in advance due to neutrality is 0.3 % at 100 s for $D_0=D_-$ and reaches 11 % at 1 s for $D_-=0$. Implantation damage also breaks the assumption of equilibrium defects; its effect is not sized here. The numerical output below lists the inputs and the results of the main runs.

## Values computed for the example and the checks

```
temperature: 1273.15 K
kT: 0.1097 eV
relative permittivity (input): 11.7
masses, electron and hole (input): 1.09, 1.15 m0
gap: 0.768 eV
Nc: 2.497e+20 cm^-3
Nv: 2.706e+20 cm^-3
n_i, Boltzmann: 7.833e+18 cm^-3
n_i, Fermi-Dirac: 7.751e+18 cm^-3
Debye length L: 2.128 nm = 2.128e-07 cm
one-carrier convention: 3.009 nm
measured decay, undoped: 2.128 nm
27 C: n_i 1.08e+10 cm^-3, L 2.78e+04 nm
800 C: n_i 2.02e+18 cm^-3, L 3.85 nm
900 C: n_i 4.18e+18 cm^-3, L 2.8 nm
1100 C: n_i 1.35e+19 cm^-3, L 1.68 nm
donor peak: 1.0e+20 cm^-3
acceptor background: 1.0e+18 cm^-3
u0 at donor peak, no background: 2.553
screening length there: 0.837 nm
measured decay there: 0.837 nm
field factor h at donor peak: 1.988
field factor h at N = n_i: 1.447
sigma 2 nm: max|w| 0.4406, bound 1.6667, n error 55.37 %
sigma 5 nm: max|w| 0.1499, bound 0.2667, n error 16.17 %
sigma 10 nm: max|w| 0.0510, bound 0.0667, n error 5.23 %
sigma 20 nm: max|w| 0.0147, bound 0.0167, n error 1.48 %
sigma 50 nm: max|w| 0.0025, bound 0.0027, n error 0.25 %
leading-order miss at 50 nm: 1.43 % of max|w|
sigma for 10 % error in n: 6.8 nm = 3.2 L
sigma for 1 % error in n: 24.6 nm = 11.5 L
D0 and Dm (inputs): 1.0e-15, 1.0e-15 cm^2/s
initial box depth: 20 nm
depth contour: 1.0e+18 cm^-3
1 s: depth neutral 22.47 nm, Poisson 22.46 nm, max dN 5.9 % of peak
10 s: depth neutral 27.73 nm, Poisson 27.68 nm, max dN 2.0 % of peak
100 s: depth neutral 44.42 nm, Poisson 44.35 nm, max dN 0.4 % of peak
depth change on doubling the grid step: 0.006 nm
L for gap -0.1 / +0.1 eV: 1.69 / 2.67 nm
hot permittivity 12.84: L 2.23 nm
degeneracy shift at donor peak: 0.141 kT
oxide charge 1e12 cm^-2: surface shift 0.299 kT
Bjerrum length: 1.12 nm, ratio to L 0.53
correlation gap narrowing: 0.058 eV
carriers in a Debye sphere: 0.63
quantum weakening at k = 1/L: 4.9 %
dopant spacing at donor peak: 2.15 nm
carrier time over L (100 cm^2/Vs): 4.1e-15 s
dopant time over L, intrinsic: 22.6 s
```
